\section*{Lowest-order Fröhlich shift of a band edge in anisotropic polar crystals, part 3}

The problem is the lowest-order, zero-temperature shift $\Delta E$ of a non-degenerate conduction-band minimum, for one electron coupled to the optical phonons of a polar insulator. Hartree atomic units ($\hbar=m_e=e=1$) and Gaussian electrostatics are used. At wavevector $\mathbf q$ the ionic polarisation $\mathbf P$ creates the potential and field
\begin{equation}
\phi=-\frac{4\pi i\,\mathbf q\cdot\mathbf P}{\mathbf q\cdot\varepsilon_\infty\cdot\mathbf q}=-\frac{4\pi i\,\hat q\cdot\mathbf P}{q\,\varepsilon_\infty(\hat q)},\qquad
\mathbf E=-i\mathbf q\phi=-4\pi\hat q\,\frac{\hat q\cdot\mathbf P}{\varepsilon_\infty(\hat q)},
\label{eq:phi}
\end{equation}
with $\varepsilon(\hat q)=\hat q\cdot\varepsilon\cdot\hat q$ for any dielectric tensor; $\varepsilon_\infty$ is for clamped ions, $\varepsilon_0$ for relaxed ones. Mode $j$ has frequency $\omega_j$ and polarity $\mathbf p_j$, $\Omega_0$ is the cell volume, $1/m(\hat q)=\hat q\cdot m^{-1}\cdot\hat q$, and $\langle\dots\rangle$ averages over directions. Then
\begin{equation}
\Delta E=-\frac{4\pi}{\sqrt2\,\Omega_0}\sum_j\Bigl\langle \frac{m(\hat q)^{1/2}}{\omega_j(\hat q)^{3/2}}\Bigl(\frac{\hat q\cdot\mathbf p_j(\hat q)}{\varepsilon_\infty(\hat q)}\Bigr)^2\Bigr\rangle .
\label{eq:main}
\end{equation}
A spherical cutoff $q_c$ keeps on each ray the fraction
\begin{equation}
\frac2\pi\arctan\frac{q_c}{\sqrt{2m(\hat q)\omega_j}}\simeq1-\frac2\pi\frac{\sqrt{2m(\hat q)\omega_j}}{q_c},
\label{eq:cut}
\end{equation}
the last form for large $q_c$. With $A_j=(4\pi/\Omega_0)(\hat q\cdot\mathbf p_j/\varepsilon_\infty)^2$, $W_j=A_j/\omega_j^2$ and $1/\varepsilon^*=1/\varepsilon_\infty-1/\varepsilon_0$,
\begin{equation}
\sum_j\frac{A_j(\hat q)}{\omega_j^2(\hat q)+\nu^2}=\frac{1}{\varepsilon_\infty(\hat q)}-\frac1{\varepsilon(\hat q,i\nu)} .
\label{eq:sum}
\end{equation}
Hence $\Delta E=-\sum_j\langle\sqrt{m\,\omega_j/2}\;W_j\rangle$, and for coupled modes between $\omega_{\min}$ and $\omega_{\max}$
\begin{equation}
\sqrt{\omega_{\min}/2}\,\bigl\langle\sqrt m/\varepsilon^*\bigr\rangle\le|\Delta E|\le\sqrt{\omega_{\max}/2}\,\bigl\langle\sqrt m/\varepsilon^*\bigr\rangle .
\label{eq:bounds}
\end{equation}
Equivalently,
\begin{equation}
\Delta E=-\frac1\pi\Bigl\langle\sqrt{m(\hat q)}\int_0^\infty\frac{d\nu}{\sqrt\nu}\Bigl[\frac1{\varepsilon_\infty(\hat q)}-\frac1{\varepsilon(\hat q,i\nu)}\Bigr]\Bigr\rangle .
\label{eq:imag}
\end{equation}
A cubic crystal with two atoms per cell and polarity $p$ has
\begin{equation}
\omega_{\rm LO}^2=\omega_{\rm TO}^2+\frac{4\pi p^2}{\Omega_0\varepsilon_\infty},\qquad
\varepsilon_0=\varepsilon_\infty+\frac{4\pi p^2}{\Omega_0\omega_{\rm TO}^2}=\varepsilon_\infty\frac{\omega_{\rm LO}^2}{\omega_{\rm TO}^2},
\label{eq:LST}
\end{equation}
\begin{equation}
\Delta E=-\alpha\,\omega_{\rm LO},\qquad\alpha=\frac{\langle\sqrt m\rangle}{\varepsilon^*\sqrt{2\omega_{\rm LO}}},
\label{eq:cubic}
\end{equation}
up to terms of fourth order in the coupling. For a spheroidal valley with masses $m_l$ along and $m_t$ across its axis, $\mu=\cos\theta$ from the axis, $\langle f\rangle=\int_0^1f\,d\mu$, $1/m(\mu)=(1-e^2\mu^2)/m_t$ and $e^2=1-m_t/m_l$,
\begin{equation}
\langle\sqrt m\rangle=\sqrt{m_t}\,\frac{\arcsin e}{e}\quad(m_l>m_t),\qquad
\langle\sqrt m\rangle=\sqrt{m_t}\,\frac{\operatorname{arsinh}\kappa}{\kappa}\quad\Bigl(\kappa^2=\frac{m_t}{m_l}-1>0\Bigr).
\label{eq:spheroid}
\end{equation}
For principal masses $m_i$, $\langle\sqrt m\rangle$ is Carlson's elliptic integral $R_F(1/m_1,1/m_2,1/m_3)$. With $m_{\rm cond}=3/\sum_i(1/m_i)$ and $m_{\rm dos}=(m_1m_2m_3)^{1/3}$,
\begin{equation}
\sqrt{m_{\rm cond}}\le\langle\sqrt m\rangle\le\sqrt{m_{\rm dos}} .
\label{eq:massbounds}
\end{equation}
A numerical check compares the formulas with the second-order sum integrated on a Cartesian grid, including a triclinic model with three atoms.

As a first numerical case take round model parameters, attached to no material: $m_l=1$, $m_t=0.2$ in electron masses, $\omega_{\rm LO}=0.002$ Ha, $\Omega_0=300$ bohr$^3$, $\varepsilon_\infty=6$ and $\varepsilon_0=10$. More digits are carried than the model deserves so that the arithmetic can be followed; each value is rounded from unrounded inputs, so arithmetic redone with the printed figures can differ by one unit in the last digit. Equation~\eqref{eq:LST} gives $\omega_{\rm TO}=0.002\sqrt{6/10}=0.00154919$ Ha and
\begin{equation}
p^2=\frac{\Omega_0\,\omega_{\rm TO}^2(\varepsilon_0-\varepsilon_\infty)}{4\pi}=\frac{300\times0.00154919^2\times4}{4\pi}=0.000229183\ e^2/m_e .
\end{equation}
The eccentricity is $e=\sqrt{1-0.2}=0.894427$, with $\arcsin e=1.10715$ and $\arcsin e/e=1.23783$, so
\begin{equation}
\langle\sqrt m\rangle=0.447214\times1.23783=0.553574\ m_e^{1/2},
\end{equation}
equivalent to an isotropic mass $0.306445$. This lies between $m_{\rm cond}=3/(2/0.2+1/1)=0.272727$ and $m_{\rm dos}=(1\times0.2^2)^{1/3}=0.341995$. With $1/\varepsilon^*=1/6-1/10=0.0666667$ and $\sqrt{2\omega_{\rm LO}}=0.0632456$,
\begin{equation}
\alpha=\frac{0.553574\times0.0666667}{0.0632456}=0.583519,\qquad\Delta E=-0.583519\times0.002=-0.00116704\ \text{Ha},
\end{equation}
which is $-31.76$ meV at $27211.4$ meV per hartree. The general formula \eqref{eq:main}, fed with the polarity, gives the same number, $-\frac{4\pi}{\sqrt2\times300}\times0.553574\times0.002^{-3/2}\times0.000229183/6^2=-0.00116704$ Ha. The Cartesian integration gives $-0.00116703$ Ha, one unit away in the last printed digit and within the relative tolerance of $10^{-5}$ that the program asserts. The bounds \eqref{eq:massbounds} confine $\alpha$ between $0.550$ and $0.616$, and sending $m_l$ to infinity at fixed $m_t$ would raise it only to $0.740$, a value without cutoff that draws more on large wavevectors along the axis than the present case does. A sphere with the volume of the Brillouin zone, $\tfrac43\pi q_c^3=(2\pi)^3/\Omega_0$, has $q_c=(6\pi^2/\Omega_0)^{1/3}=0.582$ bohr$^{-1}$, against polaron wavevectors $\sqrt{2m\omega_{\rm LO}}$ from $0.0283$ bohr$^{-1}$ across the axis to $0.0632$ bohr$^{-1}$ along it. The average of Eq.~\eqref{eq:cut}, weighted with $\sqrt m$, keeps the fraction $0.960$, that is $-0.00112$ Ha, a loss of $4\%$ relative to the shift without cutoff. In meV this moves the shift from $-31.8$ to $-30.5$, so the cutoff alone leaves the second figure open, while the fourth-order term matters less although $\alpha$ is not small: for these masses it is about $-0.017\,\alpha^2\omega_{\rm LO}\approx-0.3$ meV, or $1\%$ of the shift, a value not derived here. The lowest-order model gives a shift of about $-30$ meV and no finer statement.

When the crystal is uniaxial and the valley shares its axis, a dielectric tensor has $\varepsilon(\mu)=\varepsilon_\perp(1-\mu^2)+\varepsilon_\parallel\mu^2=\varepsilon_\perp(1+\beta\mu^2)$ with $\beta=\varepsilon_\parallel/\varepsilon_\perp-1$, and the average that enters Eq.~\eqref{eq:bounds} is elementary. Put $t=\mu/\sqrt{1-e^2\mu^2}$, which increases from $0$ to $t_1=1/\sqrt{1-e^2}=\sqrt{m_l/m_t}$. Solving for $\mu$ gives $\mu=t\,(1+e^2t^2)^{-1/2}$, and with $h=1+e^2t^2$,
\begin{equation}
d\mu=h^{-3/2}dt,\qquad 1-e^2\mu^2=\frac1h,\qquad 1+\beta\mu^2=\frac{1+(e^2+\beta)t^2}{h}.
\end{equation}
The first relation comes from differentiating, $h^{-1/2}-e^2t^2h^{-3/2}=h^{-3/2}$. In $d\mu/[(1+\beta\mu^2)\sqrt{1-e^2\mu^2}]$ the powers of $h$ are $-\tfrac32+1+\tfrac12=0$, which leaves $dt/(1+\gamma t^2)$, and
\begin{equation}
\Bigl\langle\frac{\sqrt m}{\varepsilon}\Bigr\rangle=\frac{\sqrt{m_t}}{\varepsilon_\perp}\,\frac{\arctan\sqrt{\gamma\,m_l/m_t}}{\sqrt\gamma},\qquad\gamma=e^2+\beta=\frac{\varepsilon_\parallel}{\varepsilon_\perp}-\frac{m_t}{m_l}.
\label{eq:uniax}
\end{equation}
The program calls this parameter $c$. For $\gamma<0$ the integral of $1/(1-|\gamma|t^2)$ replaces the arctangent by $\operatorname{artanh}\sqrt{|\gamma|m_l/m_t}$ and $\sqrt\gamma$ by $\sqrt{|\gamma|}$; the squared argument equals $1-\varepsilon_\parallel m_l/(\varepsilon_\perp m_t)$ and stays below one. At $\gamma=0$ the result is $\sqrt{m_t}\,t_1/\varepsilon_\perp=\sqrt{m_l}/\varepsilon_\perp$. For $\beta=0$ the arctangent has the argument $e/\sqrt{1-e^2}$ and equals $\arcsin e$, and in the oblate case $\operatorname{artanh}(\kappa/\sqrt{1+\kappa^2})=\operatorname{arsinh}\kappa$, so Eq.~\eqref{eq:spheroid} is recovered.

Assigning one frequency $\omega_L$ to the whole weight gives the closed estimate
\begin{equation}
\Delta E_1=-\sqrt{\omega_L/2}\,\Bigl[\bigl\langle\sqrt m/\varepsilon_\infty\bigr\rangle-\bigl\langle\sqrt m/\varepsilon_0\bigr\rangle\Bigr].
\label{eq:one}
\end{equation}
Its status can be settled in the simplest uniaxial model, with one polar vibration across the axis (a doublet, frequency $\omega_{T\perp}$, polarity $p_\perp$) and one along it ($\omega_{T\parallel}$, $p_\parallel$), chosen so that the longitudinal frequencies for $\mathbf q$ across and along the axis have the same value $\omega_L$. Each principal component obeys Eq.~\eqref{eq:LST} with its own constants, so $\varepsilon_i(\omega)=\varepsilon_{\infty i}+\varepsilon_{\infty i}(\omega_L^2-\omega_{Ti}^2)/(\omega_{Ti}^2-\omega^2)=\varepsilon_{\infty i}(\omega_L^2-\omega^2)/(\omega_{Ti}^2-\omega^2)$. With $a=\varepsilon_{\infty\perp}(1-\mu^2)$, $b=\varepsilon_{\infty\parallel}\mu^2$ and $a+b=\varepsilon_\infty(\mu)$,
\begin{align}
\varepsilon(\mu,\omega)&=(\omega_L^2-\omega^2)\Bigl[\frac{a}{\omega_{T\perp}^2-\omega^2}+\frac{b}{\omega_{T\parallel}^2-\omega^2}\Bigr]
=\frac{(a+b)(\omega_L^2-\omega^2)(\omega_Q^2-\omega^2)}{(\omega_{T\perp}^2-\omega^2)(\omega_{T\parallel}^2-\omega^2)},\nonumber\\
\omega_Q^2&=\frac{a\,\omega_{T\parallel}^2+b\,\omega_{T\perp}^2}{a+b}.
\end{align}
One zero sits at $\omega_L$ in every direction. The second, a quasi-transverse mode, is a weighted mean of the two transverse frequencies squared and lies below $\omega_L$. Its strength is the residue in Eq.~\eqref{eq:sum}, $A_Q=-\lim(\omega_Q^2-\omega^2)/\varepsilon$ as $\omega\to\omega_Q$. Since $\omega_{T\perp}^2-\omega_Q^2=a\,\delta/(a+b)$ and $\omega_{T\parallel}^2-\omega_Q^2=-b\,\delta/(a+b)$ with $\delta=\omega_{T\perp}^2-\omega_{T\parallel}^2$,
\begin{equation}
A_Q=\frac{ab\,\delta^2}{(a+b)^3(\omega_L^2-\omega_Q^2)} .
\label{eq:AQ}
\end{equation}
It vanishes along and across the axis and is of second order in the splitting of the transverse frequencies. Because $\omega_{Ti}^2=\omega_L^2\varepsilon_{\infty i}/\varepsilon_{0i}$, the splitting is zero exactly when $\varepsilon_0$ is proportional to $\varepsilon_\infty$, and then Eq.~\eqref{eq:one} is the exact lowest-order result of this model. Otherwise it moves the weight $W_Q$ up from $\omega_Q$ to $\omega_L$, and
\begin{equation}
|\Delta E_1|-|\Delta E|=\bigl\langle\sqrt{m/2}\;W_Q\,(\sqrt{\omega_L}-\sqrt{\omega_Q})\bigr\rangle>0,
\label{eq:excess}
\end{equation}
so it is the upper bound of Eq.~\eqref{eq:bounds}. If the two axial longitudinal frequencies differ, the main mode disperses with angle and Eq.~\eqref{eq:main} or \eqref{eq:imag} has to be integrated.

For the second numerical case keep the masses, $\Omega_0$ and $\omega_L=0.002$ Ha, and take $\varepsilon_{\infty\perp}=5$, $\varepsilon_{\infty\parallel}=7$, $\varepsilon_{0\perp}=9$, $\varepsilon_{0\parallel}=10$. Then $\omega_{T\perp}=0.002\sqrt{5/9}=0.00149071$ Ha, $\omega_{T\parallel}=0.002\sqrt{7/10}=0.00167332$ Ha, $p_\perp^2=300\times0.00149071^2\times4/4\pi=0.000212207$ and $p_\parallel^2=300\times0.00167332^2\times3/4\pi=0.000200535$ in $e^2/m_e$. The parameters of Eq.~\eqref{eq:uniax} are $\gamma=7/5-0.2=1.2$ for $\varepsilon_\infty$ and $\gamma=10/9-0.2=0.911111$ for $\varepsilon_0$, with $m_l/m_t=5$:
\begin{align}
\bigl\langle\sqrt m/\varepsilon_\infty\bigr\rangle&=\frac{0.447214}{5}\,\frac{\arctan\sqrt{1.2\times5}}{\sqrt{1.2}}=0.0966078,\nonumber\\
\bigl\langle\sqrt m/\varepsilon_0\bigr\rangle&=\frac{0.447214}{9}\,\frac{\arctan\sqrt{0.911111\times5}}{\sqrt{0.911111}}=0.0589633,
\end{align}
in $m_e^{1/2}$. Since $\sqrt{\omega_L/2}=\sqrt{2\omega_L}/2$,
\begin{equation}
\Delta E_1=-\frac{0.0632456}{2}\,(0.0966078-0.0589633)=-0.00119043\ \text{Ha},
\end{equation}
or $-32.39$ meV, an upper bound in magnitude. The full mode sum of Eq.~\eqref{eq:main} has $-0.00115247$ Ha from the mode at $\omega_L$ and $-0.0000338488$ Ha from the quasi-transverse mode, in total $-0.00118632$ Ha or $-32.28$ meV; the Cartesian integration gives $-0.00118631$ Ha. The bound exceeds the full sum by $0.35\%$ of the latter. Equation~\eqref{eq:excess} accounts for this size. The excess is the quasi-transverse contribution multiplied, ray by ray, by $\sqrt{\omega_L/\omega_Q}-1$, a factor between $\sqrt{0.002/0.00167332}-1=0.093$ and $\sqrt{0.002/0.00149071}-1=0.158$, and the printed values give $(0.00119043-0.00118632)/0.0000338488=0.12$. The quasi-transverse share itself is $0.0000338/0.00118632$, about $3\%$ of the total.

Pulling the dielectric factor out of the average costs more in this example. With $\langle1/\varepsilon^*\rangle=0.0710841$, from Eq.~\eqref{eq:uniax} at $m_l=m_t=1$, the factorised estimate is $-(0.0632456/2)\times0.553574\times0.0710841=-0.00124437$ Ha, larger in magnitude than $\Delta E_1$ by $4.5\%$ of $\Delta E_1$. The sign follows from the identity
\begin{equation}
\langle fg\rangle-\langle f\rangle\langle g\rangle=\frac12\int_0^1\!\!\int_0^1\bigl[f(\mu)-f(\mu')\bigr]\bigl[g(\mu)-g(\mu')\bigr]d\mu\,d\mu',
\end{equation}
obtained by multiplying out the brackets. Here $f=\sqrt m$ increases with $\mu$ for a prolate valley. The function $g=1/\varepsilon^*=1/(5+2\mu^2)-1/(9+\mu^2)$ decreases, because its derivative with respect to $\mu^2$, $-2/(5+2\mu^2)^2+1/(9+\mu^2)^2$, is at most $-2/49+1/81<0$ on the interval. The product of brackets is never positive, so $\langle fg\rangle<\langle f\rangle\langle g\rangle$: the heavy direction is the weakly coupled one. Were the coupling to grow towards the heavy axis, the same identity would make the factorised form fall short.

The numerical check also tests Eq.~\eqref{eq:phi} symbolically for a general tensor, the second-order formula against diagonalisation of a discrete model with up to two phonons, the zeros and the static sum rule of Eq.~\eqref{eq:sum} and the bounds \eqref{eq:bounds} in the triclinic model, each branch of Eqs.~\eqref{eq:spheroid} and \eqref{eq:uniax}, the weak-anisotropy series, the two strong-anisotropy limits through $R_F$, the bounds \eqref{eq:massbounds} on random triaxial masses, the exactness of Eq.~\eqref{eq:one} for proportional tensors and an oblate valley, and the cutoff fraction against an integral in cylindrical coordinates.

\section*{Calculated quantities}
\begin{verbatim}
Hartree = 27211.4 meV
triclinic test dE angular = -0.00205716 Ha
triclinic test dE Cartesian = -0.00205715 Ha
triclinic test dE imaginary frequency = -0.00205716 Ha
m_l = 1 m_e
m_t = 0.2 m_e
w_LO = 0.002 Ha
vol = 300 bohr^3
A eps_inf = 6
A eps_0 = 10
A 1/eps* = 0.0666667
A w_TO = 0.00154919 Ha
A p^2 = 0.000229183 e^2/m_e
e = 0.894427
arcsin e = 1.10715 rad
arcsin(e)/e = 1.23783
sqrt(m_t) = 0.447214 m_e^1/2
<sqrt m> = 0.553574 m_e^1/2
<sqrt m>^2 = 0.306445 m_e
m_cond = 0.272727 m_e
m_dos = 0.341995 m_e
sqrt(2 w_LO) = 0.0632456 Ha^1/2
A alpha = 0.583519
A dE closed form = -0.00116704 Ha
A dE closed form = -31.7567 meV
A dE Cartesian = -0.00116703 Ha
A alpha with m_cond = 0.550482
A alpha with m_dos = 0.616437
A alpha for m_l -> infinity = 0.74048
q_c (Debye sphere) = 0.582251 1/bohr
sqrt(2 m_l w_LO) = 0.0632456 1/bohr
sqrt(2 m_t w_LO) = 0.0282843 1/bohr
A fraction kept inside q_c = 0.95974
A dE inside q_c = -0.00112005 Ha
B eps_inf perp = 5
B eps_inf par = 7
B eps_0 perp = 9
B eps_0 par = 10
B w_TO perp = 0.00149071 Ha
B w_TO par = 0.00167332 Ha
B p^2 perp = 0.000212207 e^2/m_e
B p^2 par = 0.000200535 e^2/m_e
B c for eps_inf = 1.2
B c for eps_0 = 0.911111
B <sqrt m/eps_inf> = 0.0966078 m_e^1/2
B <sqrt m/eps_0> = 0.0589633 m_e^1/2
B dE LO mode = -0.00115247 Ha
B dE quasi-TO mode = -3.38488e-05 Ha
B dE full = -0.00118632 Ha
B dE full = -32.2813 meV
B dE Cartesian = -0.00118631 Ha
B dE one frequency = -0.00119043 Ha
B dE one frequency = -32.3931 meV
B one frequency/full - 1 = 0.346411 %
B <1/eps*> = 0.0710841
B dE factorised = -0.00124437 Ha
B factorised/one frequency - 1 = 4.53126 %
\end{verbatim}
